# Two derivations of the thin-film logarithm in Fuchs–Sondheimer resistivity

In a model copper film 4 nm thick, the electrons moving within 11.5° of the film plane carry 63% of the current. In bulk copper, treated by the same model, electrons in those directions carry 30%. The bulk mean free path is 40 nm, ten times the thickness, yet the film's resistivity is 4.8 times the bulk value, not ten times.

Both facts have one cause: diffuse faces shorten steep flights more than grazing ones. In the thin limit this leads to a logarithm. Let $d$ be the thickness, $\lambda$ the bulk mean free path, $\kappa=d/\lambda$, and $\rho_0=1/\sigma_0$ the bulk resistivity. For fully diffuse faces and $\kappa\to0$,

$$\frac{\sigma}{\sigma_0}\simeq\frac{3\kappa}{4}\left[\ln\frac1\kappa+1-\gamma\right],\qquad \rho\simeq\frac{4\rho_0\lambda}{3d\,[\ln(\lambda/d)+1-\gamma]},\tag{1}$$

where $\gamma$ is Euler's constant and $1-\gamma=0.4228$. The logarithm multiplies the conductivity, so it stands in the denominator of the resistivity.

## The model

The Fermi surface is a sphere, the bulk mean free path is the same in all directions, and electrons move classically between collisions. The film occupies $0<z<d$; the field $E$ and the current point along $x$. An electron has charge $-e$, speed $v_F$ and direction $\mathbf n$. Write $u=|n_z|$, so that $u=0$ is motion parallel to the faces; "grazing" means small $u$. A fully diffuse face sends electrons back with no memory of their previous $x$-velocity.

## First derivation: the Boltzmann equation

Write the distribution as $f_0(\varepsilon)+g$, with $g$ linear in $E$. The force is $-eE$, so in the steady state

$$v_z\frac{\partial g}{\partial z}-eEv_x\frac{\partial f_0}{\partial\varepsilon}=-\frac g\tau,\qquad \lambda=v_F\tau .$$

The driving term is odd in $v_x$, and so is $g$. It therefore adds no charge density, and relaxation towards the unshifted $f_0$ is consistent.

Take $v_z>0$. These electrons leave the face $z=0$ without memory, so $g(0)=0$ and

$$g=eE\tau v_x\frac{\partial f_0}{\partial\varepsilon}\left[1-e^{-z/(\lambda u)}\right].$$

The constant part balances the drive, and the exponential solves the equation without it. Electrons with $v_z<0$ have the same solution with $z$ replaced by $d-z$.

The factor in front is the bulk solution. The bracket is the reduction caused by the face, and its average over the thickness is

$$h=\frac1d\int_0^d\left[1-e^{-z/(\lambda u)}\right]dz=1-\frac u\kappa\left(1-e^{-\kappa/u}\right).\tag{2}$$

The current contains $v_xg\propto n_x^2=(1-u^2)\cos^2\varphi$, where $\varphi$ is the azimuth. The average of $\cos^2\varphi$ cancels between film and bulk. Since $\int_0^1(1-u^2)\,du=2/3$,

$$\frac{\sigma}{\sigma_0}=\frac32\int_0^1(1-u^2)\,h\,du.\tag{3}$$

This holds for any thickness in the model. In a thick film, $\kappa\gg1$, the exponential in $h$ is negligible, and $\int_0^1u(1-u^2)\,du=1/4$ gives $\sigma/\sigma_0\simeq1-3/(8\kappa)$, hence $\rho/\rho_0\simeq1+3/(8\kappa)$.

### The thin limit

For $u\ll\kappa$, $h\to1$: the electron meets a bulk collision before a face. For $u\gg\kappa$, expanding the exponential gives

$$h=1-\frac u\kappa\left(\frac\kappa u-\frac{\kappa^2}{2u^2}+\dots\right)\simeq\frac{\kappa}{2u}.$$

The integral of $1/u$ gives the logarithm. To obtain the constant as well, divide the range at $a$, with $\kappa\ll a\ll1$.

In the outer range $a<u<1$,

$$\int_a^1(1-u^2)\frac{\kappa}{2u}\,du\simeq\frac\kappa2\left[\ln\frac1a-\frac12\right].\tag{4}$$

In the inner range $u^2$ is negligible beside 1. With $s=u/\kappa$ and $S=a/\kappa$, the contribution is $\kappa I$, where

$$I=\int_0^S\left[1-s+s\,e^{-1/s}\right]ds=S-\frac{S^2}{2}+\int_0^S s\,e^{-1/s}ds.$$

Integrate by parts twice, using $(e^{-1/s})'=e^{-1/s}/s^2$:

$$\int_0^S s\,e^{-1/s}ds=\frac{S^2}{2}e^{-1/S}-\frac12\int_0^S e^{-1/s}ds,$$

$$\int_0^S e^{-1/s}ds=S\,e^{-1/S}-\int_0^S\frac{e^{-1/s}}{s}ds=S\,e^{-1/S}-E_1(1/S).$$

The substitution $t=1/s$ has turned the last integral into $E_1(x)=\int_x^\infty e^{-t}dt/t$. For small $x$, another integration by parts gives

$$E_1(x)=-e^{-x}\ln x+\int_x^\infty e^{-t}\ln t\,dt\to-\ln x-\gamma,$$

because $\int_0^\infty e^{-t}\ln t\,dt=-\gamma$. For large $S$,

$$(S^2-S)e^{-1/S}=(S^2-S)\left(1-\frac1S+\frac1{2S^2}-\dots\right)=S^2-2S+\frac32+O(1/S).$$

Therefore

$$I\simeq S-\frac{S^2}2+\frac{S^2}2-S+\frac34+\frac12(\ln S-\gamma)=\frac12\left[\ln S+\frac32-\gamma\right].$$

Adding $\kappa I$ to (4), with $\ln S=\ln a+\ln(1/\kappa)$, cancels the arbitrary $a$:

$$\int_0^1(1-u^2)h\,du\simeq\frac\kappa2\left[\ln\frac1\kappa+1-\gamma\right].$$

The factor $3/2$ from (3) gives (1).

### Which grazing electrons make the logarithm

The factor $du/u$ gives equal weight to each decade of $u$ in the window $\kappa\ll u\ll1$. Each decade adds $\ln10=2.303$ to the bracket in (1). Numerical integration of (3) at $\kappa=10^{-6}$ gives 2.300, 2.302 and 2.298 for the three decades from $u=10^{-4}$ to $10^{-1}$.

The most extreme grazing electrons, those with $u<\kappa$, do not produce the logarithm. Bulk collisions limit their flights, so they end the window. Their share of the bracket tends to a constant,

$$2\int_0^1\left[1-s+s\,e^{-1/s}\right]ds=1+2\int_1^\infty\frac{e^{-t}}{t^3}dt=1.219.$$

Suppose instead that all electrons below a fixed $u_c$ are removed. For $\kappa\ll u_c$ the bracket becomes $\ln(1/u_c)-(1-u_c^2)/2$, which does not contain $\lambda$. With $u_c=0.1$ it is 1.81 at both $\kappa=10^{-4}$ and $10^{-5}$, while the full bracket grows from 9.63 to 11.94. The growth with $\lambda/d$ comes from the grazing electrons.

## Second derivation: how long direction is remembered

The second route follows an electron backwards along its path. Suppose that it has travelled a length $\ell$ since the last event that erased its memory. The field has done work $-eEn_x\ell$ on it. Its occupation is that of the energy it had before this gain, so to first order

$$g=-\frac{\partial f_0}{\partial\varepsilon}\,(-eEn_x\ell).$$

The current density is the sum of $-ev_Fn_xg$ over states. With $N$ the density of states at the Fermi energy, $\sigma=e^2v_FN\langle n_x^2\ell\rangle$, averaged over directions, positions and histories. In bulk the mean of $\ell$ is $\lambda$ for every direction and $\langle n_x^2\rangle=1/3$, so

$$\frac{\sigma}{\sigma_0}=\frac3\lambda\langle n_x^2\ell\rangle .$$

A mean length is the integral over $s$ of the probability that the length exceeds $s$. Two events must be absent from the preceding path $s$:

- A bulk collision is absent with probability $e^{-s/\lambda}$.
- A contact with a face is absent if the path, which spans a height $us$, fits inside the film. This holds for a fraction $1-us/d$ of positions if $us<d$, and for none otherwise.

Let $r=s/d$. The azimuthal average of $n_x^2$ is $(1-u^2)/2$, so

$$\frac{\sigma}{\sigma_0}=3\kappa\int_0^\infty e^{-\kappa r}W(r)\,dr,\qquad W(r)=\int_0^{\min(1,1/r)}\frac{1-u^2}{2}(1-ur)\,du.\tag{5}$$

$W$ is the memory of the $x$-direction that the faces leave after a path of $r$ thicknesses. For $r<1$ all directions contribute:

$$W=\frac12\left[\frac23-r\left(\frac12-\frac14\right)\right]=\frac13-\frac r8 .$$

For $r>1$ the range ends at $u=1/r$. There $\int_0^{1/r}(1-ur)\,du=1/(2r)$ and $\int_0^{1/r}u^2(1-ur)\,du=1/(3r^3)-1/(4r^3)=1/(12r^3)$, hence

$$W=\frac1{4r}-\frac1{24r^3}.$$

The tail $1/(4r)$ arises because a path of $r$ thicknesses fits into the film for a range of $u$ proportional to $1/r$. Its integral from $r\approx1$ to the bulk cutoff $r\approx\lambda/d$ is the logarithm.

For small $\kappa$ the three pieces of (5) are

$$\int_0^1\left(\frac13-\frac r8\right)dr=\frac{13}{48},\qquad \frac{E_1(\kappa)}4\simeq\frac14\left(\ln\frac1\kappa-\gamma\right),\qquad -\int_1^\infty\frac{dr}{24r^3}=-\frac1{48}.$$

Their sum is $\frac14[\ln(1/\kappa)+1-\gamma]$, and multiplication by $3\kappa$ gives (1) again.

The terms of next order in the three pieces are $-\kappa/8$, $+\kappa/4$ and $+\kappa/24$. The first and third come from $e^{-\kappa r}\simeq1-\kappa r$; the second from $E_1'(\kappa)=-e^{-\kappa}/\kappa\simeq-1/\kappa+1$. They add to $\kappa/6$, so (1) acquires the correction $+\kappa^2/2$ in $\sigma/\sigma_0$.

## What each derivation assumes

The first derivation assumes a local kinetic equation with one relaxation time and a boundary condition at each face. The second assumes that bulk collisions occur at random with mean spacing $\lambda$, that each erases the direction, and that electrons fill the film uniformly. For this model the assumptions are equivalent, so their agreement checks the mathematics and not the physics.

They extend differently. The boundary condition is easily changed: if a fraction $p$ of electrons reflects specularly, put $g\propto1-Ae^{-z/(\lambda u)}$ and require $1-A=p(1-Ae^{-\kappa/u})$. Then $A=(1-p)/(1-pe^{-\kappa/u})$ multiplies the second term of $h$ in (2). The path picture shows instead what a single relaxation time hides. An electron at $u=0.1$ needs a deflection of only about 0.1 rad to change its flight to the face substantially, so small-angle scattering can matter here even where it barely affects bulk resistance.

Both derivations give $\rho\to0$ as $\lambda\to\infty$ at fixed $d$, since $\rho_0\lambda$ is fixed by the electron density. In this limit, diffuse faces alone do not give the classical film a nonzero resistivity.

## The copper film in numbers

Take rough typical values for copper near room temperature: electron density $n=8.5\times10^{22}$ cm⁻³ and $\lambda=40$ nm. Then $k_F=(3\pi^2n)^{1/3}=13.6$ nm⁻¹. From $\sigma_0=ne^2\tau/m$ and $mv_F=\hbar k_F$, $\rho_0\lambda=\hbar k_F/(ne^2)=65.7$ µΩ cm nm, so $\rho_0=1.644$ µΩ cm.

For $d=4$ nm, $\kappa=0.1$ and the bracket is $2.3026+0.4228\simeq2.725$. Equation (1) gives $\sigma/\sigma_0=0.075\times2.725=0.204$ and $\rho=8.04$ µΩ cm. Numerical integration of (3) gives 7.86 µΩ cm, or 19.6 Ω per square. Equation (1) is thus 2.3% high; the term $\kappa^2/2$ brings it to 7.85. Dropping the constant $1-\gamma$ gives 9.52, which is 21% high. That error fades slowly: it is still 4.6% at $\kappa=10^{-4}$.

The thick-film formula gives $\rho/\rho_0=4.75$ at $\kappa=0.1$, close to the integral's 4.78. This is a crossing and not a sign of validity: at $\kappa=0.01$ it gives 38.5 against 26.5.

Warming shows the logarithm at work. If bulk resistivity is proportional to temperature, going from 300 to 373 K raises it by 24% and shortens $\lambda$ to 32.2 nm. The film's resistivity rises by 7.9%, because $\rho_0\lambda$ stays fixed and $\lambda$ enters through the slowly varying bracket. Proportionality is itself approximate: the Bloch–Grüneisen law, with a Debye temperature between 315 and 347 K for copper, gives rises of 27 to 28% in bulk and about 9% in the film. These film values are for a film without grain boundaries; those assumed in the next section reduce the 7.9% to about 2%.

## Beside a real seed layer

Copper seed layers carry the current at the start of electroplating, and 4 nm is thin for one. Grain boundaries are the largest omission sized here. In the Mayadas–Shatzkes description they multiply the scattering rate by $1+\alpha/|n_x|$, with $\alpha=(\lambda/D)R/(1-R)$. For grain size $D=4$ nm and reflection $R=0.3$, both rough assumptions, $\alpha=4.29$. Numerical integration over directions then gives 18.2 µΩ cm, 2.3 times the value without grains. Even electrons moving along the current now have a path of $40/5.29=7.6$ nm, less than twice the thickness, so the logarithmic window has nearly closed.

Other changes, each made alone, are smaller. Specularity $p=0.3$ lowers the resistivity to 5.6 µΩ cm. Equal lengths of 3.5 and 4.5 nm film in series raise the mean sheet resistance by 4%. Standing waves across the film restrict $u$ to multiples of about $\pi/(k_Fd)=0.058$. Summing over the 17 occupied subbands, with hard walls, fixed density and lifetime, and the classical $h$, gives 9.3 µΩ cm. The value depends on where the walls are placed: moving each outwards by $3\pi/(8k_F)=0.087$ nm, which keeps the density inside the film near its bulk value when the number of electrons per area is unchanged, and still referring the resistivity to 4 nm, gives 8.9 µΩ cm if the classical flights span the widened film and 9.2 if they keep the 4 nm width. With the walls unmoved, the value falls from about 9.8 to 8.9 µΩ cm between 3.8 and 4.2 nm. The classical value falls from 8.1 to 7.6 over the same range, so the excess due to quantization changes only from 20% to 17%. Without grain boundaries, the lowest $u$ equals $\kappa$ at $d=\sqrt{\pi\lambda/k_F}=3.0$ nm; below this thickness quantization, and no longer the mean free path, sets the lower end of the window. With the grain-limited path of 7.6 nm in place of $\lambda$, the same estimate gives 1.3 nm. The non-spherical Fermi surface of copper, oxidation and gaps in the film are left out.

Numerical values quoted here were computed with a short program.
